# The Meir–Wingreen current and its Landauer form for a resonant level

**Q.** You want the steady current through a small region whose electrons interact, joined to two leads. Where does one begin without assuming that electrons cross independently?

**A.** With conservation of charge. Let \(c_k\) remove an electron from lead state \(k\), and \(d_n\) from orbital \(n\) of the central region. The Hamiltonian is

\[
H=H_C+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_{kn}\left(V_{kn}c_k^\dagger d_n+V_{kn}^*d_n^\dagger c_k\right).
\]

\(H_C\) is any number-conserving function of the \(d_n,d_n^\dagger\), interactions included. The leads, \(L\) and \(R\), are non-interacting. I count one spin species. The electron flow out of the left lead is \(I_L=-d\langle N_L\rangle/dt\), and I define \(J_L=eI_L\) with \(e>0\). Conventional electric current runs the opposite way, since electrons carry \(-e\).

Only the tunnelling terms change \(N_L\). For \(k\in L\), \([c_k^\dagger d_n,N_L]=-c_k^\dagger d_n\) and \([d_n^\dagger c_k,N_L]=d_n^\dagger c_k\), so

\[
I_L=-\frac{i}{\hbar}\langle[H,N_L]\rangle
=\frac{i}{\hbar}\sum_{k\in L,n}\left(V_{kn}\langle c_k^\dagger d_n\rangle-\text{c.c.}\right)
=-\frac{2}{\hbar}\,\mathrm{Im}\sum_{k\in L,n}V_{kn}\langle c_k^\dagger d_n\rangle .
\]

**Q.** That average mixes a lead operator with an interacting one. How can you evaluate it without solving the interacting problem?

**A.** I do not evaluate it; I express it through correlations of the centre alone. The lead operators obey a linear equation whatever \(H_C\) is:

\[
\frac{dc_k^\dagger}{dt}=\frac{i}{\hbar}\Big(\varepsilon_kc_k^\dagger+\sum_mV_{km}^*d_m^\dagger\Big).
\]

Its solution is

\[
c_k^\dagger(t)=e^{i\varepsilon_kt/\hbar}c_k^\dagger(0)+\frac{i}{\hbar}\int_0^t\!dt_1\,e^{i\varepsilon_k(t-t_1)/\hbar}\sum_mV_{km}^*d_m^\dagger(t_1).\tag{1}
\]

Multiplying by \(d_n(t)\) and averaging gives one term with \(\langle d_m^\dagger(t_1)d_n(t)\rangle\), which belongs to the centre, and one with \(\langle c_k^\dagger(0)d_n(t)\rangle\).

**Q.** The second is still mixed, and Wick's theorem is not available for an interacting \(d_n(t)\).

**A.** It is not needed. Let the initial density matrix \(\rho\) be a product of thermal leads and a central state that conserves particle number. With \(x_k=(\varepsilon_k-\mu_\alpha)/k_BT\) for \(k\) in lead \(\alpha\), the thermal factor \(e^{-x_kc_k^\dagger c_k}\) gives \(\rho c_k^\dagger=e^{-x_k}c_k^\dagger\rho\). By cyclicity of the trace, for any \(X\),

\[
\langle c_k^\dagger X\rangle=e^{-x_k}\langle Xc_k^\dagger\rangle
\quad\Rightarrow\quad
\langle c_k^\dagger X\rangle=f_k\langle\{c_k^\dagger,X\}\rangle,\qquad f_k=\frac1{e^{x_k}+1}.
\]

Here \(c_k^\dagger=c_k^\dagger(0)\). Take \(X=d_n(t)\) and solve (1) for \(c_k^\dagger(0)\):

\[
c_k^\dagger(0)=e^{-i\varepsilon_kt/\hbar}c_k^\dagger(t)-\frac{i}{\hbar}\int_0^t\!dt_1\,e^{-i\varepsilon_kt_1/\hbar}\sum_mV_{km}^*d_m^\dagger(t_1).
\]

The equal-time anticommutator \(\{c_k^\dagger(t),d_n(t)\}\) vanishes, so the first term drops out. Together,

\[
\langle c_k^\dagger(t)d_n(t)\rangle=\frac{i}{\hbar}\int_0^t\!dt_1e^{i\varepsilon_k(t-t_1)/\hbar}\sum_mV_{km}^*\Big[\langle d_m^\dagger(t_1)d_n(t)\rangle-f_k\langle\{d_n(t),d_m^\dagger(t_1)\}\rangle\Big].
\]

Now define

\[
G^<_{nm}(t,t')=\frac{i}{\hbar}\langle d_m^\dagger(t')d_n(t)\rangle,\qquad
G^r_{nm}(t,t')=-\frac{i}{\hbar}\theta(t-t')\langle\{d_n(t),d_m^\dagger(t')\}\rangle .
\]

For \(t>t_1\) the two averages are \(-i\hbar G^<_{nm}\) and \(i\hbar G^r_{nm}\). The prefactor \(i/\hbar\) turns the bracket into \(G^<_{nm}+f_kG^r_{nm}\). With the coupling matrix

\[
\Gamma^\alpha_{mn}(\varepsilon)=2\pi\sum_{k\in\alpha}V_{km}^*V_{kn}\,\delta(\varepsilon-\varepsilon_k),
\]

the flow becomes

\[
I_L(t)=-\frac2\hbar\,\mathrm{Im}\int_0^t\!dt_1\!\int\!\frac{d\varepsilon}{2\pi}\,e^{i\varepsilon(t-t_1)/\hbar}\,\mathrm{Tr}\{\Gamma^L(\varepsilon)[G^<(t,t_1)+f_L(\varepsilon)G^r(t,t_1)]\}.\tag{2}
\]

**Q.** Is (2) an approximation in the interaction or in the coupling?

**A.** Neither; no term was dropped. It holds even for leads with a few levels, and the program tests it there against exact dynamics of two interacting orbitals. At the later test time, both sides give a flow of 0.0739 with the interaction and 0.4150 without it, in the program's model units. The interaction enters through \(G^r\) and \(G^<\), which must still be found.

**Q.** A few levels cannot sustain a nonzero steady current. What must be added?

**A.** Continuous lead spectra, and a late-time state in which the Green functions depend on \(\tau=t-t_1\) alone and early times \(t_1\) no longer contribute to (2). A bound state outside the bands can break this. I also assume that the time integrals converge. With \(G(E)=\int d\tau\,e^{iE\tau/\hbar}G(\tau)\), the retarded part of (2) gives \(G^r(\varepsilon)\) at once, because \(G^r(\tau)=0\) for \(\tau<0\). Since \(\Gamma^L\) is Hermitian and \(G^a=(G^r)^\dagger\),

\[
\mathrm{Im}\,\mathrm{Tr}\,\Gamma^LG^r=\frac1{2i}\mathrm{Tr}\,\Gamma^L(G^r-G^a).
\]

**Q.** But \(G^<\) does not vanish at negative times, and (2) contains half of its Fourier integral.

**A.** The imaginary part supplies the other half. Complex conjugation and stationarity give \(G^<(\tau)^\dagger=-G^<(-\tau)\). Let \(K(\varepsilon)=\int_0^\infty d\tau\,e^{i\varepsilon\tau/\hbar}G^<(\tau)\). Then

\[
K^\dagger=-\int_0^\infty\!d\tau\,e^{-i\varepsilon\tau/\hbar}G^<(-\tau)=-\int_{-\infty}^0\!d\tau\,e^{i\varepsilon\tau/\hbar}G^<(\tau),
\]

so \(K-K^\dagger=G^<(\varepsilon)\) and \(\mathrm{Im}\,\mathrm{Tr}\,\Gamma^LK=\frac1{2i}\mathrm{Tr}\,\Gamma^LG^<\). The prefactor is \(-\frac2\hbar\cdot\frac1{2i}\cdot\frac1{2\pi}=\frac ih\). Hence

\[
J_L=\frac{ie}{h}\int dE\,\mathrm{Tr}\{\Gamma^L[f_L(G^r-G^a)+G^<]\}.\tag{3}
\]

This is the Meir–Wingreen formula. For \(J_R\), the flow out of the right lead, replace \(L\) by \(R\).

**Q.** What do the two terms mean? I would have expected a rate in and a rate out.

**A.** Take one orbital. Then \(A=i(G^r-G^a)\) is its spectral function and \(B=-iG^<\) the occupied part of it, with occupation \(n=\int dE\,B/2\pi\). The integrand of (3) is \(\Gamma_L(f_LA-B)\). Entry needs a filled lead state and an empty part of the level; exit needs the reverse:

\[
f_L(A-B)-(1-f_L)B=f_LA-B .
\]

The blocking terms \(f_LB\) cancel. The first term in (3) is therefore not the entry rate by itself.

**Q.** Finding \(G^<\) out of equilibrium is hard. Can it be eliminated?

**A.** It can if \(\Gamma^L=\lambda\Gamma^R\) with a constant \(\lambda\). In the steady state the charge of the centre is constant, so \(J_R=-J_L\), and \(J=J_L=xJ_L-(1-x)J_R\) for any number \(x\). The coefficient of \(G^<\) is

\[
x\Gamma^L-(1-x)\Gamma^R=[x\lambda-(1-x)]\Gamma^R,
\]

which vanishes for \(x=1/(1+\lambda)\). Then \(x\Gamma^L=(1-x)\Gamma^R=\frac{\lambda}{1+\lambda}\Gamma^R\), and

\[
J=\frac eh\int dE\,(f_L-f_R)\,\frac{\lambda}{1+\lambda}\mathrm{Tr}[\Gamma^RA].\tag{4}
\]

If \(\lambda\) varied with energy, \(x\) would have to vary too. With interactions that is not allowed in general, because conservation then equates only the integrated currents, not the integrands. Without interactions the integrands balance at each energy, and \(x\) may vary. Even in (4), \(A\) may depend on bias through the interaction.

**Q.** Now switch the interaction off. How do you get \(G^<\) without quoting a rule for it?

**A.** By solving linear equations. Let \(H_C=\sum_{nm}h_{nm}d_n^\dagger d_m\). Then

\[
i\hbar\dot d_n=\sum_mh_{nm}d_m+\sum_kV_{kn}^*c_k,\qquad i\hbar\dot c_k=\varepsilon_kc_k+\sum_mV_{km}d_m .
\]

First find \(G^r\). Differentiating its step function gives \(\delta(t)\), whose transform is 1. The mixed function \(F_{km}\), with \(c_k\) in place of \(d_n\), has no such source, so \(F_{km}=\sum_nV_{kn}G^r_{nm}/(E-\varepsilon_k+i0)\). Inserting it,

\[
G^r(E)=[E-h-\Sigma^r(E)]^{-1},\qquad \Sigma^r_{nm}(E)=\sum_k\frac{V_{kn}^*V_{km}}{E-\varepsilon_k+i0}.
\]

Next, \(d_n(t)\) is linear in the initial operators. The coefficient of \(d_m(0)\) is \(i\hbar G^r_{nm}(t)\), which dies out when there are no bound states, either outside the bands or, decoupled from the leads, inside them. What remains is \(d_n(t)=\sum_kD_{nk}e^{-i\varepsilon_kt/\hbar}c_k(0)\). Eliminating the driven part of the leads produces the same self-energy, and the free part of \(c_k\) is the source:

\[
[\varepsilon_k-h-\Sigma^r(\varepsilon_k)]D_k=V_k^*\quad\Rightarrow\quad D_k=G^r(\varepsilon_k)V_k^* .
\]

Here \(D_k\) and \(V_k^*\) are columns with entries \(D_{nk}\) and \(V_{kn}^*\). Since \(\langle c_k^\dagger(0)c_{k'}(0)\rangle=f_k\delta_{kk'}\), the Fourier transform gives

\[
G^<_{nm}(E)=2\pi i\sum_kf_k\,\delta(E-\varepsilon_k)D_{nk}D_{mk}^*
\quad\Rightarrow\quad
G^<=iG^r(f_L\Gamma^L+f_R\Gamma^R)G^a .
\]

**Q.** And the difference \(G^r-G^a\)?

**A.** With \(\Sigma^a=(\Sigma^r)^\dagger\), the identity \(\frac1{x+i0}-\frac1{x-i0}=-2\pi i\delta(x)\) gives \(\Sigma^r-\Sigma^a=-i(\Gamma^L+\Gamma^R)\). Therefore

\[
G^r-G^a=G^r[(G^a)^{-1}-(G^r)^{-1}]G^a=G^r(\Sigma^r-\Sigma^a)G^a=-iG^r(\Gamma^L+\Gamma^R)G^a .
\]

Put both results into the integrand of (3):

\[
i\,\mathrm{Tr}\{\Gamma^L[f_L(G^r-G^a)+G^<]\}
=\mathrm{Tr}\{\Gamma^LG^r[f_L(\Gamma^L+\Gamma^R)-f_L\Gamma^L-f_R\Gamma^R]G^a\}.
\]

The \(\Gamma^L\) terms cancel, leaving

\[
J=\frac eh\int dE\,(f_L-f_R)\,\mathcal T(E),\qquad \mathcal T=\mathrm{Tr}[\Gamma^LG^r\Gamma^RG^a].\tag{5}
\]

This is the Landauer form. It needs no proportional coupling.

**Q.** You call \(\mathcal T\) a transmission, but it came from algebra, not from scattering.

**A.** The program tests the identification for a two-orbital centre between single-channel chains. It solves for the reflected and transmitted waves at nine energies. The transmitted probability agrees with \(\mathcal T\), and with the integrand of (3) divided by \(f_L-f_R\), to rounding error.

**Q.** Then where does the Breit–Wigner shape come from?

**A.** For one level at \(\varepsilon_0\), write \(\Sigma^r=\Lambda-i\Gamma/2\) with \(\Gamma=\Gamma_L+\Gamma_R\). Then

\[
\mathcal T(E)=\Gamma_L\Gamma_R|G^r|^2=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0-\Lambda)^2+(\Gamma/2)^2}.
\]

In general \(\Lambda\) and the broadenings depend on energy, and the line is not Lorentzian. In the wide-band limit the broadenings are constant over the relevant energies, and \(\Lambda\) is a constant that can be absorbed in \(\varepsilon_0\):

\[
\mathcal T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+(\Gamma/2)^2}.\tag{6}
\]

The peak is \(4\Gamma_L\Gamma_R/\Gamma^2=1-(\Gamma_L-\Gamma_R)^2/\Gamma^2\), which reaches 1 for equal couplings.

**Q.** Can the integral be done at finite temperature?

**A.** Yes. Here \(A=\Gamma/[(E-\varepsilon_0)^2+\Gamma^2/4]\), so \(\mathcal T=(\Gamma_L\Gamma_R/\Gamma)A\). Define \(n_\alpha=\int dE\,f_\alpha A/2\pi\), the occupation if both leads had chemical potential \(\mu_\alpha\). Then

\[
J=\frac e\hbar\frac{\Gamma_L\Gamma_R}{\Gamma}(n_L-n_R).\tag{7}
\]

For \(n_\alpha\), use the pole expansion of the Fermi function, with \(\omega_j=(2j+1)\pi k_BT\):

\[
f_\alpha(E)=\frac12-2k_BT\,\mathrm{Re}\sum_{j=0}^\infty\frac1{E-\mu_\alpha+i\omega_j}.
\]

Each fraction is analytic in the upper half-plane. Closing the contour there, its average with weight \(A/2\pi\) is its value at \(E=\varepsilon_0+i\Gamma/2\). With \(y_\alpha=\mu_\alpha-\varepsilon_0\),

\[
n_\alpha=\frac12+2k_BT\sum_{j=0}^\infty\frac{y_\alpha}{y_\alpha^2+(\omega_j+\Gamma/2)^2}.
\]

The digamma function \(\psi\) satisfies \(\mathrm{Im}\,\psi(z)=\sum_j\mathrm{Im}\,z/|j+z|^2\). Choosing \(z\) so that \(2\pi k_BT(j+z_\alpha)=\omega_j+\Gamma/2+iy_\alpha\) gives

\[
n_\alpha=\frac12+\frac1\pi\mathrm{Im}\,\psi(z_\alpha),\qquad
z_\alpha=\frac12+\frac{\Gamma/2+i(\mu_\alpha-\varepsilon_0)}{2\pi k_BT}.
\]

As \(T\to0\), \(\psi(z)\to\ln z\) and \(\mathrm{Im}\,\psi(z_\alpha)\to\arctan(2y_\alpha/\Gamma)\).

**Q.** Show me numbers, including the two terms of (3).

**A.** Take round model values: \(\Gamma_L=0.3\), \(\Gamma_R=0.1\), \(\varepsilon_0=0.5\), all in meV, and a temperature of 1 K, so \(k_BT=0.0862\) meV. A bias of 2 mV sets \(\mu_L=1\) and \(\mu_R=-1\) meV; the level is held fixed. The program gives \(n_L=0.8673\) and \(n_R=0.0427\). From \(G^<\), the occupation is the coupling-weighted mean:

\[
n=\frac{0.3\times0.8673+0.1\times0.0427}{0.4}=0.661 .
\]

The terms of (3) are \(e\Gamma_Ln_L/\hbar=63.33\) nA and \(-e\Gamma_Ln/\hbar=-48.28\) nA. Their sum is 15.05 nA. Equation (7) gives the same value. Its prefactor is the saturation current, 18.26 nA:

\[
J=18.26\ \text{nA}\times(0.8673-0.0427)=15.06\ \text{nA},
\]

equal within the rounding of the inputs. The zero-temperature value is 15.27 nA.

**Q.** How does the current approach saturation?

**A.** It is 2.95 nA at 0.5 mV, 7.95 nA at 1 mV, where \(\mu_L\) meets the level, 17.01 nA at 4 mV and 17.67 nA at 8 mV. The slow end comes from the Lorentzian tails. Far from the level, the arctangent form gives a missing fraction

\[
\frac{\Gamma}{2\pi}\left(\frac1{\mu_L-\varepsilon_0}+\frac1{\varepsilon_0-\mu_R}\right)
=\frac{0.4}{2\pi}\left(\frac1{3.5}+\frac1{4.5}\right)=0.0323
\]

at 8 mV, and \(18.26\times(1-0.0323)=17.67\) nA.

**Q.** At small bias, is the conductance just the peak of (6) times \(e^2/h\)?

**A.** On resonance at zero temperature it is. For \(\mu_{L,R}=\varepsilon_0\pm eV/2\), differentiating (7) at \(V=0\) gives

\[
g=\frac{e^2}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}\frac{\partial n_\alpha}{\partial\mu_\alpha}
=\frac{e^2}{h}\frac{\Gamma_L\Gamma_R}{\pi k_BT\,\Gamma}\,\psi'\!\left(\frac12+\frac{\Gamma}{4\pi k_BT}\right).
\]

As \(T\to0\), \(\psi'(z)\to1/z\) restores \(4\Gamma_L\Gamma_R/\Gamma^2=0.75\), or 29.1 µS. At 1 K the result is \(0.561\,e^2/h=21.7\) µS: the thermal window also samples energies off the peak.

**Q.** Real bands are finite. How much does (6) owe to the wide-band limit?

**A.** For chain leads with nearest-neighbour hopping \(t_0=8\) meV, the band runs from \(-16\) to 16 meV. The couplings to the level are chosen so that the broadenings equal \(\Gamma_L\) and \(\Gamma_R\) at the band centre, whatever \(t_0\) is. Formula (5) then gives 15.17 nA, which is 0.8 % above the wide-band current. With ten times the hopping the excess is 0.08 %. The program also evolves long chains in real time from an empty level. Before reflections from the far ends matter, the flow settles at 15.17 nA, without use of (3) or (5).

**Q.** With interactions, could I keep \(\Gamma_L\Gamma_R|G^r|^2\) and merely insert a better \(G^r\)?

**A.** Not in general. Add a second level, uncoupled from the leads, that is full with probability \(p\) and raises the first by \(U\) when full. Its occupation is conserved, so

\[
G^r=(1-p)G_0+pG_U,
\]

where \(G_0\) and \(G_U\) are resonant-level functions at \(\varepsilon_0\) and \(\varepsilon_0+U\). The steady state depends on \(p\), but (3) needs stationarity, not uniqueness. Equation (4) is linear in \(A\) and gives the mean of two Breit–Wigner currents, as it must. The proposed formula instead contains

\[
|G^r|^2=(1-p)^2|G_0|^2+p^2|G_U|^2+2p(1-p)\mathrm{Re}(G_0G_U^*).
\]

For \(p=1/2\) the first two terms supply half the correct current, and the last is an interference between configurations that never interfere. With \(U=1\) meV and the other values unchanged, the wide-band currents are 8.51 nA from (4) and 4.58 nA from the proposed formula. Both identities that led to (5) fail, because both used linear equations for \(d_n\): \(G^<=iG^r(f_L\Gamma^L+f_R\Gamma^R)G^a\) and \(G^r-G^a=-iG^r(\Gamma^L+\Gamma^R)G^a\). The second is the one that separates (4) from the proposed formula: here \(A=(1-p)\Gamma|G_0|^2+p\Gamma|G_U|^2\), which is not \(\Gamma|G^r|^2\).

**Q.** And when does (3) itself fail?

**A.** I can say where its derivation stops, and there it should not be used without a new one. If electrons interact within the leads, or across the junction with those in the centre, the equation for \(c_k\) is no longer linear and (1) is lost. Superconducting leads add pair terms, so anomalous Green functions enter. If the drive varies in time or the system has not settled, the passage from (2) to (3) is not justified. For a system still settling under the Hamiltonian above, (2) remains valid if it started from the product state assumed in its derivation. If the centre and the leads were already correlated at \(t=0\), (2) does not hold in general while the current settles.

## Calculated quantities

```
INTERACTING CENTRE, exact dynamics (energy unit w, flow in w/hbar)
t=1.5 hbar/w, U=2w: -dN_L/dt=-0.028648, formula=-0.028648
t=1.5 hbar/w, U=0 : -dN_L/dt=-0.064065, formula=-0.064065
t=3.0 hbar/w, U=2w: -dN_L/dt=0.073948, formula=0.073948
t=3.0 hbar/w, U=0 : -dN_L/dt=0.414985, formula=0.414985
Largest error, wave matching test: 6.7e-16
RESONANT LEVEL, inputs
Gamma_L = 0.3 meV, Gamma_R = 0.1 meV, Gamma = 0.4 meV
eps0 = 0.5 meV, temperature = 1.0 K, kT = 0.08617 meV
bias = 2.0 mV, mu_L = 1.0 meV, mu_R = -1.0 meV
(e/h) x 1 meV = 38.7405 nA
hbar/Gamma = 1.6455 ps
WIDE-BAND RESULTS
Fill with both leads at mu_L: 0.86731
Fill with both leads at mu_R: 0.04266
Level occupation from G^<: 0.66115
Left term with f_L(G^r-G^a): 63.3343 nA
Left term with G^<: -48.2795 nA
J_L, sum of the two terms: 15.0548 nA
J_R, out of right lead: -15.0548 nA
Landauer quadrature: 15.0548 nA
Landauer integral: 0.38861 meV
Digamma closed form: 15.0548 nA
Zero-temperature arctangent form: 15.2746 nA
Saturation current: 18.2560 nA
Current at bias 0.5 mV: 2.9473 nA
Current at bias 1.0 mV: 7.9516 nA
Current at bias 2.0 mV: 15.0548 nA
Current at bias 4.0 mV: 17.0115 nA
Current at bias 8.0 mV: 17.6652 nA
Peak transmission: 0.7500
e^2/h = 38.7405 microsiemens
Resonant conductance, T=0: 29.0553 microsiemens
Resonant conductance, 1 K: 21.7371 microsiemens
Resonant conductance, 1 K: 0.5611 e^2/h
FINITE BAND AND REAL-TIME EVOLUTION
Chain hopping: 8.0 meV, band from -16.0 to 16.0 meV
Evolved flow out of left: 15.1730 nA
Evolved flow out of right: -15.1730 nA
Finite-band Landauer: 15.1730 nA
Occupation: evolved 0.66141, from G^< 0.66141
Finite-band excess over wide band: 0.785 %
Same with ten times the hopping: 0.083 %
FROZEN SECOND LEVEL
U = 1.0 meV, probability that it is full = 0.5
Evolved, finite band: 8.5404 nA
Meir-Wingreen, finite band: 8.5404 nA
Naive |G^r|^2, finite band: 4.6221 nA
Meir-Wingreen, wide band: 8.5058 nA
Naive |G^r|^2, wide band: 4.5847 nA
```
